# Why the self-consistent Born approximation misses band tails: a program that tests the result

```python
"""
Result under test: site disorder of variance sigma^2 on a semicircular band of
half-width D = 2 t gives, in the self-consistent Born approximation (SCBA), a
semicircle of half-width sqrt(D^2 + 4 sigma^2) with sharp edges. The exact
density of states for Gaussian disorder has a tail made by single deep sites:
    rho(E) ~ p(x) dx/dE,   x = E - t^2 G_scba(E),   weak disorder, |E| > D.
Symbols: G = site-averaged Green function, p = Gaussian density of the site
energies v, F(y) = average of 1/(y - v). Exact equation for infinitely many
neighbours: G = F(E - t^2 G). Energies in eV, measured from the band centre.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize, minimize_scalar
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.special import i0e, wofz
from scipy.stats import norm

D = 2.0
t = D / 2
sigma = 0.4
site_density = 3e22          # cations per cm^3, rough
temperature = 300.0          # K
relaxation = 0.1             # eV, assumed lattice relaxation energy of a site
kT = constants.k * temperature / constants.e


def scba_edge(sig):
    return np.sqrt(D**2 + 4 * sig**2)


def scba_green_outside(E, sig):
    edge = scba_edge(sig)
    return 2 * (E - np.sqrt(E**2 - edge**2)) / edge**2


def gaussian_average(y, sig):
    """Average of 1/(y - v) for Im y > 0."""
    return -1j * np.sqrt(np.pi / 2) / sig * wofz(y / (np.sqrt(2) * sig))


def exact_dos(E, sig, steps=1500):
    E = np.atleast_1d(np.asarray(E, dtype=float))
    G = np.full(E.shape, -0.5j / t)
    for _ in range(steps):
        G = 0.5 * G + 0.5 * gaussian_average(E - t**2 * G, sig)
    residual = np.abs(G - gaussian_average(E - t**2 * G, sig))
    assert residual.max() < 1e-9
    return -G.imag / np.pi


def tail_formula(E, sig):
    G = scba_green_outside(E, sig)
    x = E - t**2 * G
    dx_dE = 1 + t**2 * G / np.sqrt(E**2 - scba_edge(sig)**2)
    return norm.pdf(x, scale=sig) * dx_dE


def tail_energy(E, sig):
    """Local exponential energy -1/(d ln rho/dE)."""
    h = 1e-3
    low, high = exact_dos([E - h, E + h], sig)
    return -2 * h / np.log(high / low)


# --- SCBA from its definition: quadrature over the clean band
n_nodes = 4000
angle = np.arange(1, n_nodes + 1) * np.pi / (n_nodes + 1)
band_energy = D * np.cos(angle)
band_weight = 2 / (n_nodes + 1) * np.sin(angle)**2
edge = scba_edge(sigma)


def scba_by_iteration(E):
    G = -0.5j / t
    for _ in range(600):
        new = np.sum(band_weight / (E - sigma**2 * G - band_energy))
        G = 0.5 * G + 0.5 * new
    return G


for E in (0.3, 1.2, edge - 0.02):
    semicircle = 2 / (np.pi * edge**2) * np.sqrt(edge**2 - E**2)
    assert abs(-scba_by_iteration(E).imag / np.pi - semicircle) < 1e-6
G_out = scba_by_iteration(edge + 0.02)
assert abs(G_out.imag) < 1e-10
assert abs(G_out.real - scba_green_outside(edge + 0.02, sigma)) < 1e-6

# --- Gaussian average against a direct sum; normalisation of the exact density
v_grid = np.linspace(-10 * sigma, 10 * sigma, 20001)
y_test = 0.3 + 0.2j
direct = simpson(norm.pdf(v_grid, scale=sigma) / (y_test - v_grid), x=v_grid)
assert abs(direct - gaussian_average(y_test, sigma)) < 1e-8
wide = np.linspace(-5, 5, 1001)
assert abs(simpson(exact_dos(wide, sigma), x=wide) - 1) < 1e-4

# --- self-energy coefficients: series inversion against counting of pairings
order = 8
moments = np.zeros(order + 1)
moments[0] = 1
for n in range(2, order + 1, 2):
    moments[n] = (n - 1) * moments[n - 2]
coefficient = np.zeros(order + 1)
for n in range(1, order + 1):
    power = np.array([1.0])
    total = 0.0
    for s in range(1, n):
        power = np.convolve(power, moments)[:order + 1]
        total += coefficient[s] * power[n - s]
    coefficient[n] = moments[n] - total


def pairings(points):
    if not points:
        yield []
        return
    first = points[0]
    for k in range(1, len(points)):
        for rest in pairings(points[1:k] + points[k + 1:]):
            yield [(first, points[k])] + rest


def is_connected(pairs):
    reached, todo = {0}, [0]
    while todo:
        a, b = pairs[todo.pop()]
        for j, (c, d) in enumerate(pairs):
            if j not in reached and (a < c < b < d or c < a < d < b):
                reached.add(j)
                todo.append(j)
    return len(reached) == len(pairs)


connected = [sum(is_connected(q) for q in pairings(list(range(n))))
             for n in (2, 4, 6, 8)]
assert np.allclose(coefficient[2::2], connected)

# --- edges when the self-energy series is cut after 1, 2, 3, 4 terms
cut_edges = []
for terms in range(1, 5):
    def energy_of_G(G):
        series = sum(coefficient[2 * m] * sigma**(2 * m) * G**(2 * m - 1)
                     for m in range(1, terms + 1))
        return 1 / G + t**2 * G + series
    best = minimize_scalar(energy_of_G, bounds=(0.2 / t, 2 / t),
                           method="bounded", options={"xatol": 1e-10})
    cut_edges.append(best.fun)
assert abs(cut_edges[0] - edge) < 1e-8
assert np.all(np.diff(cut_edges) > 0)

# --- one deep site on a bath with semicircular spectrum (end of a long chain)
chain = 500


def chain_levels(v):
    diagonal = np.zeros(chain)
    diagonal[0] = v
    return eigh_tridiagonal(diagonal, np.full(chain - 1, t))


deep_v = 1.5
levels, vectors = chain_levels(deep_v)
deep_level, deep_weight = levels[-1], vectors[0, -1]**2
assert abs(deep_level - (deep_v + t**2 / deep_v)) < 1e-9
assert abs(deep_weight - (1 - t**2 / deep_v**2)) < 1e-9
assert chain_levels(0.9)[0][-1] < D

# --- tail formula becomes exact as the disorder becomes weak
errors = [abs(tail_formula(2.5, s) / exact_dos(2.5, s)[0] - 1)
          for s in (0.4, 0.2, 0.1)]
assert errors[0] > errors[1] > errors[2] and errors[2] < 0.01

# --- inflection of the leading exponent: locally exponential tail
E_inflection = 4 * t / np.sqrt(3)
weak = 0.1
slope_weak = tail_energy(E_inflection, weak)
slope_law = 2 * weak**2 / (3 * np.sqrt(3) * t)
assert abs(slope_weak / slope_law - 1) < 0.03
assert slope_weak > tail_energy(2.15, weak)
assert slope_weak > tail_energy(2.6, weak)

# --- random matrices: three kinds of disorder with one and the same variance
rng = np.random.default_rng(7)
size, samples, strong = 800, 16, 0.6
strong_edge = scba_edge(strong)


def random_hopping(strength):
    A = rng.standard_normal((size, size))
    return (A + A.T) * strength / np.sqrt(2 * size)


gauss_levels, binary_levels, spread_levels = [], [], []
e_grid = np.linspace(-D, D, 20001)
cumulative = (0.5 + e_grid * np.sqrt(D**2 - e_grid**2) / (np.pi * D**2)
              + np.arcsin(e_grid / D) / np.pi)
clean_levels = np.interp((np.arange(size) + 0.5) / size, cumulative, e_grid)
for k in range(samples):
    H0 = random_hopping(t)
    v = strong * rng.standard_normal(size)
    gauss_levels.append(np.linalg.eigvalsh(H0 + np.diag(v)))
    v = strong * rng.choice([-1.0, 1.0], size)
    binary_levels.append(np.linalg.eigvalsh(H0 + np.diag(v)))
    if k % 2 == 0:
        H = np.diag(clean_levels) + random_hopping(strong)
        spread_levels.append(np.linalg.eigvalsh(H))
gauss_levels = np.abs(np.concatenate(gauss_levels))
binary_levels = np.abs(np.concatenate(binary_levels))
spread_levels = np.abs(np.concatenate(spread_levels))

outer = np.linspace(strong_edge, strong_edge + 3, 1201)
expected_out = 2 * simpson(exact_dos(outer, strong), x=outer) * size * samples
found_out = np.sum(gauss_levels > strong_edge)
assert abs(found_out - expected_out) < 4 * np.sqrt(expected_out)
inner = np.linspace(-strong_edge / 2, strong_edge / 2, 401)
inner_exact = simpson(exact_dos(inner, strong), x=inner)
assert abs(np.mean(gauss_levels < strong_edge / 2) - inner_exact) < 0.01
inner_semicircle = 1 / 3 + np.sqrt(3) / (2 * np.pi)
assert abs(np.mean(spread_levels < strong_edge / 2) - inner_semicircle) < 0.01
margin = 0.05                # keeps finite-size edge fluctuations out
far_gauss = np.sum(gauss_levels > strong_edge + margin)
far_binary = np.sum(binary_levels > strong_edge + margin)
far_spread = np.sum(spread_levels > strong_edge + margin)
assert far_gauss > 30 and far_binary <= 2 and far_spread <= 2

# --- worked example
tail_E = np.array([2.3, 2.4, 2.5])
tail_exact = exact_dos(tail_E, sigma)
tail_approx = tail_formula(tail_E, sigma)
assert np.all(np.abs(tail_approx / tail_exact - 1) < 0.25)
threshold = (t**2 + 2 * sigma**2) / np.sqrt(t**2 + sigma**2)
assert abs(threshold - (edge - t**2 * scba_green_outside(edge, sigma))) < 1e-6
beyond = np.linspace(edge, edge + 2, 2001)
fraction_out = simpson(exact_dos(beyond, sigma), x=beyond)
deep_fraction = norm.sf(threshold / sigma)

# --- neglected effects
# Spatially smooth disorder: the whole band follows the local potential.
fraction_smooth = np.sum(band_weight * norm.sf((edge - band_energy) / sigma))
# Classical thermal spread of the site energy.
sigma_thermal = np.sqrt(2 * relaxation * kT)
thermal_factor = (exact_dos(2.3, np.hypot(sigma, sigma_thermal))[0]
                  / tail_exact[0])
# Simple cubic lattice of equal half-width: cheapest potential, of any shape,
# that binds a level at E_c. Its cost is depth^2, the sum of v_i^2.
E_c = 2.3
hop = D / 6
L = 11


def cubic(phi):
    return hop * sum(np.roll(phi, s, axis=a) for a in range(3) for s in (1, -1))


def depth_and_gradient(flat):
    phi = flat.reshape(L, L, L)
    H_phi = cubic(phi)
    r = np.sqrt(np.sum(phi**4))
    top = E_c * np.sum(phi**2) - np.sum(phi * H_phi)
    gradient = 2 * (E_c * phi - H_phi) / r - 2 * top * phi**3 / r**3
    return top / r, gradient.ravel()


axis = np.arange(L) - L // 2
X, Y, Z = np.meshgrid(axis, axis, axis, indexing="ij")
radius = np.sqrt(X**2 + Y**2 + Z**2)
trials = [minimize(depth_and_gradient, np.exp(-radius / width).ravel(),
                   jac=True, method="L-BFGS-B",
                   options={"maxiter": 2000, "ftol": 1e-13, "gtol": 1e-8})
          for width in (0.6, 2.0)]
best = min(trials, key=lambda r: r.fun)
cluster_depth = best.fun
density = best.x.reshape(L, L, L)**2
well = cluster_depth * density / np.sqrt(np.sum(density**2))
operator = LinearOperator(
    (L**3, L**3), dtype=float,
    matvec=lambda f: (cubic(f.reshape(L, L, L))
                      + well * f.reshape(L, L, L)).ravel())
top_level = eigsh(operator, k=1, which="LA", v0=np.abs(best.x) + 1e-6,
                  return_eigenvectors=False)[0]
assert abs(top_level - E_c) < 1e-3
G_cubic = quad(lambda s: np.exp(-(E_c - D) * s) * i0e(2 * hop * s)**3,
               0, np.inf)[0]
single_depth = 1 / G_cubic
assert cluster_depth <= single_depth * 1.001
model_depth = (E_c + np.sqrt(E_c**2 - D**2)) / 2
exponent_model = model_depth**2 / (2 * sigma**2)
exponent_single = single_depth**2 / (2 * sigma**2)
exponent_cluster = cluster_depth**2 / (2 * sigma**2)

print(f"clean half-width D = {D:.2f} eV, t = D/2 = {t:.2f} eV")
print(f"site disorder sigma = {sigma:.2f} eV")
print(f"SCBA half-width D' = {edge:.4f} eV")
print(f"SCBA edge shift D'-D = {edge - D:.4f} eV")
print("self-energy coefficients (connected pairings):", connected)
for terms, value in enumerate(cut_edges, 1):
    print(f"edge with {terms} self-energy term(s) = {value:.4f} eV")
print(f"deep site v = {deep_v:.2f} eV: level at {deep_level:.4f} eV")
print(f"weight of that level on the site = {deep_weight:.4f}")
print(f"threshold depth at the SCBA edge = {threshold:.4f} eV")
print(f"threshold depth / sigma = {threshold / sigma:.3f}")
for E, a, b in zip(tail_E, tail_exact, tail_approx):
    print(f"E = {E:.1f} eV: exact DOS {a:.3e}, formula {b:.3e} per eV site")
print(f"exact DOS at 2.3 eV, both spins = "
      f"{2 * site_density * tail_exact[0]:.2e} /(cm3 eV)")
for E in tail_E:
    print(f"local tail energy at {E:.1f} eV = "
          f"{1e3 * tail_energy(E, sigma):.1f} meV")
print(f"inflection energy 4t/sqrt(3) = {E_inflection:.4f} eV")
print(f"leading-order tail energy there = "
      f"{1e3 * 2 * sigma**2 / (3 * np.sqrt(3) * t):.1f} meV")
print(f"states beyond one SCBA edge = {fraction_out:.3e} per site")
print(f"sites deeper than threshold, one sign = {deep_fraction:.3e}")
print(f"rough cation density = {site_density:.0e} /cm3")
print(f"states beyond one edge, both spins = "
      f"{2 * site_density * fraction_out:.2e} /cm3")
for s, err in zip((0.4, 0.2, 0.1), errors):
    print(f"formula error at 2.5 eV, sigma {s:.1f} eV = {100 * err:.3f} %")
print(f"matrices: {samples} of size {size}, sigma = {strong:.1f} eV")
print(f"their SCBA edge = {strong_edge:.4f} eV")
print(f"levels outside, Gaussian: found {found_out}, "
      f"expected {expected_out:.1f}")
print(f"levels over {margin:.2f} eV outside, Gaussian sites: {far_gauss}")
print(f"same, two-valued sites: {far_binary}")
print(f"same, spread disorder ({samples // 2} matrices): {far_spread}")
print(f"smooth disorder: states beyond edge = {fraction_smooth:.3e} per site")
print(f"kT at {temperature:.0f} K = {1e3 * kT:.2f} meV")
print(f"assumed relaxation energy = {relaxation:.2f} eV")
print(f"thermal site spread = {1e3 * sigma_thermal:.1f} meV")
print(f"thermal factor on DOS at 2.3 eV = {thermal_factor:.3f}")
print(f"exponent at 2.3 eV, this model = {exponent_model:.2f}")
print(f"exponent, cubic lattice, one site = {exponent_single:.2f}")
print(f"exponent, cubic lattice, best cluster = {exponent_cluster:.2f}")
print(f"cubic/model exponential factor = "
      f"{np.exp(exponent_model - exponent_cluster):.3e}")
print("tests ok")
```

It prints:

```
clean half-width D = 2.00 eV, t = D/2 = 1.00 eV
site disorder sigma = 0.40 eV
SCBA half-width D' = 2.1541 eV
SCBA edge shift D'-D = 0.1541 eV
self-energy coefficients (connected pairings): [1, 1, 4, 27]
edge with 1 self-energy term(s) = 2.1541 eV
edge with 2 self-energy term(s) = 2.1737 eV
edge with 3 self-energy term(s) = 2.1832 eV
edge with 4 self-energy term(s) = 2.1903 eV
deep site v = 1.50 eV: level at 2.1667 eV
weight of that level on the site = 0.5556
threshold depth at the SCBA edge = 1.2256 eV
threshold depth / sigma = 3.064
E = 2.3 eV: exact DOS 3.923e-04, formula 3.399e-04 per eV site
E = 2.4 eV: exact DOS 5.143e-05, formula 4.835e-05 per eV site
E = 2.5 eV: exact DOS 7.977e-06, formula 7.711e-06 per eV site
exact DOS at 2.3 eV, both spins = 2.35e+19 /(cm3 eV)
local tail energy at 2.3 eV = 45.0 meV
local tail energy at 2.4 eV = 52.3 meV
local tail energy at 2.5 eV = 54.6 meV
inflection energy 4t/sqrt(3) = 2.3094 eV
leading-order tail energy there = 61.6 meV
states beyond one SCBA edge = 1.169e-03 per site
sites deeper than threshold, one sign = 1.092e-03
rough cation density = 3e+22 /cm3
states beyond one edge, both spins = 7.01e+19 /cm3
formula error at 2.5 eV, sigma 0.4 eV = 3.334 %
formula error at 2.5 eV, sigma 0.2 eV = 0.402 %
formula error at 2.5 eV, sigma 0.1 eV = 0.087 %
matrices: 16 of size 800, sigma = 0.6 eV
their SCBA edge = 2.3324 eV
levels outside, Gaussian: found 121, expected 116.6
levels over 0.05 eV outside, Gaussian sites: 79
same, two-valued sites: 0
same, spread disorder (8 matrices): 0
smooth disorder: states beyond edge = 1.223e-02 per site
kT at 300 K = 25.85 meV
assumed relaxation energy = 0.10 eV
thermal site spread = 71.9 meV
thermal factor on DOS at 2.3 eV = 1.355
exponent at 2.3 eV, this model = 9.22
exponent, cubic lattice, one site = 11.40
exponent, cubic lattice, best cluster = 11.29
cubic/model exponential factor = 1.264e-01
tests ok
```
